The mean radiative force on a two-level atom

An atom of mass M has a ground state |g> and an excited state |e>, separated by the energy ħω₀. The excited state decays to |g> by spontaneous emission at the rate Γ, and there is no other damping. The atom sits in a classical monochromatic field of fixed linear polarization ε,

E(r,t) = ε E₀(r) cos(ωt + φ(r)).

Let d_eg = <e|d·ε|g>, made real by the choice of phase of |e>, and define the Rabi frequency Ω(r) by ħΩ = −d_eg E₀. In Gaussian units the electric dipole coupling −d·E then reads

H_int = ħΩ(r) cos(ωt + φ(r)) (|e><g| + |g><e|).

Terms of order (velocity)/c in the coupling are neglected. The detuning δ = ω − ω₀ is the same everywhere, so no other field shifts the levels from place to place. The problem is to find the mean force on the atom once its internal state has become steady, and to learn which part of that force has a potential.

**(a) Express the mean force through the internal state, and show that spontaneous emission adds nothing to it.**

Let R and P be the centre-of-mass position and momentum. The Hamiltonian is P²/(2M) + H(R,t), where H = ħω₀|e><e| + H_int. Since (i/ħ)[H(R), P] = −∇H(R), the coherent part of the motion gives

d<P>/dt = −<∇H(R,t)>.

We take the wave packet to be small compared with the distances over which the field, including its phase, varies. The gradient may then be evaluated at the packet's centre r, and only the internal density matrix ρ is needed:

F = −Tr[ρ ∇H(r,t)].

Spontaneous emission also changes the momentum, because a photon emitted along the unit vector n carries away ħκn, with κ = ω₀/c. With the full density operator ϱ of internal state and motion, its contribution to dϱ/dt is

Γ ∫ dΩ_n N(n) e^(−iκn·R) |g><e| ϱ |e><g| e^(iκn·R) − (Γ/2)(|e><e|ϱ + ϱ|e><e|),

where dΩ_n is the element of solid angle and N(n) the normalized emission pattern. Multiply by P and take the trace. In the first term the exponentials shift the momentum,

e^(iκn·R) P e^(−iκn·R) = P − ħκn,

so that term gives Γ<P|e><e|> − ħκΓρ_ee ∫N(n) n dΩ_n. The second term gives −Γ<P|e><e|>, because P commutes with |e><e|. What remains is

(d<P>/dt)_spont = −ħκΓρ_ee ∫ N(n) n dΩ_n = 0.

The integral vanishes because an electric dipole pattern, for example that of a transition dipole along ε, N = (3/8π)[1 − (ε·n)²], is the same for n and −n. The recoils do make the momentum spread, which can affect the mean force later through the Doppler shift of part (f), but they add nothing to it directly.

**(b) Remove the optical oscillation, and show that the force couples to the field's amplitude and phase through two different parts of the dipole.**

Pass to the rotating frame with T = exp(iωt|e><e|). The new Hamiltonian is THT† + iħ(dT/dt)T†. Its second term is −ħω|e><e|, which turns ħω₀|e><e| into −ħδ|e><e|. The operator |e><g| acquires the factor e^(iωt), and

e^(iωt) cos(ωt+φ) = ½e^(−iφ) + ½e^(i(2ωt+φ)).

The second term oscillates at 2ω and averages out if |δ|, Ω and Γ are all much smaller than ω. This is the rotating-wave approximation. With the complex Rabi frequency W = Ωe^(−iφ),

H' = −ħδ|e><e| + (ħ/2)(W|e><g| + W*|g><e|).

From here on ρ is the density matrix in this frame. Since Tr(ρ|e><g|) = ρ_ge = ρ_eg*, the force averaged over an optical cycle is

F = −(ħ/2)(ρ_ge ∇W + ρ_eg ∇W*) = −ħ Re(ρ_eg ∇W*).

Now separate the local phase of the field by writing ρ_eg = e^(−iφ)(u + iv), with u and v real. Because ∇W* = e^(iφ)(∇Ω + iΩ∇φ), the phase factors cancel:

ρ_eg ∇W* = (u + iv)(∇Ω + iΩ∇φ).

The real part is u∇Ω − Ωv∇φ, and therefore

F = −ħu∇Ω + ħΩv∇φ.

To see what u and v are, return to the laboratory frame, where the coherence is ρ_eg e^(−iωt). The mean dipole along ε is

<d·ε> = 2d_eg [u cos(ωt+φ) + v sin(ωt+φ)].

So u measures the dipole in phase (or in antiphase) with the field, and v the dipole a quarter period away from it. The first responds to the gradient of the amplitude, the second to the gradient of the phase.

**(c) Find the steady internal state of an atom at rest.**

The eg element of [H',ρ] is −ħδρ_eg + (ħW/2)(ρ_gg − ρ_ee). Write Z = ρ_gg − ρ_ee. Spontaneous emission damps the coherence at Γ/2, so

dρ_eg/dt = (iδ − Γ/2)ρ_eg − (iW/2)Z.

For the population,

dρ_ee/dt = −Γρ_ee − (i/2)(Wρ_ge − W*ρ_eg).

Since ρ_ge = ρ_eg* = e^(iφ)(u − iv) and W = Ωe^(−iφ), the phase factors cancel: Wρ_ge = Ω(u − iv) and W*ρ_eg = Ω(u + iv). The bracket is −2iΩv, and

dρ_ee/dt = −Γρ_ee − Ωv.

Set both derivatives to zero. With G = δ² + Γ²/4, the identity 1/(iδ − Γ/2) = −(iδ + Γ/2)/G gives

u + iv = (iΩZ/2)/(iδ − Γ/2) = (ΩZ/2G)(δ − iΓ/2).

Hence u = ΩδZ/(2G) and v = −ΩΓZ/(4G). Define the saturation parameter

s = (Ω²/2)/(δ² + Γ²/4) = Ω²/(2G).

Then Ωu = δsZ and Ωv = −(Γ/2)sZ. The population equation gives ρ_ee = −Ωv/Γ = sZ/2. Because ρ_gg + ρ_ee = 1, we also have Z = 1 − 2ρ_ee = 1 − sZ, so

Z = 1/(1+s),  ρ_ee = s/[2(1+s)],

Ωu = δ s/(1+s),  Ωv = −(Γ/2) s/(1+s).

The relation −Ωv = Γρ_ee says that the quadrature dipole absorbs photons at the rate at which they are emitted spontaneously.

**(d) Identify the part of the force due to the phase gradient. Does it have a potential?**

Inserting Ωv into the second term of the force gives

F_diss = −ħ∇φ (Γ/2) s/(1+s) = −ħ∇φ Γρ_ee.

For a plane wave φ = −k·r, so −∇φ = k, and the force is ħk times the scattering rate Γρ_ee. Each absorbed photon delivers ħk, and by part (a) the emission that follows takes away no momentum on average. This is the dissipative, or scattering, force. As s grows, ρ_ee tends to ½ and the force approaches ħkΓ/2.

In a general field the momentum per scattered photon is the local value −ħ∇φ. In a standing wave of the form cos(kz) cos(ωt) the phase is constant between nodes. The dissipative force then vanishes although the atom still scatters light.

Using curl(fA) = ∇f × A + f curl A, and curl ∇φ = 0,

curl F_diss = −(ħΓ/2) ∇[s/(1+s)] × ∇φ.

This is nonzero whenever the saturation varies across the direction of the phase gradient, as it does in a beam of finite width. The dissipative force then has no potential.

**(e) Show that the remaining force is a gradient, and find its potential.**

The amplitude term is −ħu∇Ω. From part (c), u = Ωδ/[2G(1+s)], so

F_dip = −ħδ Ω∇Ω/[2G(1+s)].

Since δ and Γ do not depend on position, neither does G, and ∇s = Ω∇Ω/G. Therefore

F_dip = −(ħδ/2) ∇s/(1+s) = −∇U,

U(r) = (ħδ/2) ln(1 + s(r)),

with U = 0 where there is no light. The whole mean force is

F = −ħ∇φ (Γ/2) s/(1+s) − ∇[(ħδ/2) ln(1+s)].

Nothing singular happens at a node, where φ is undefined: the two terms contain Ω∇Ω = ½∇(Ω²) and Ω²∇φ = −Im(W*∇W), which are both smooth if W is. If δ did vary in space, ∇s would contain a further term from ∇G, and the step to this U would fail. The amplitude term then has in general no potential, although it keeps one if δ depends on position only through Ω.

For red detuning, δ < 0, U is lowest where the light is strongest, and the dipole force draws the atom there. For blue detuning it pushes the atom out. On resonance it vanishes within the rotating-wave approximation, because the steady dipole then has no in-phase part. The neglected term at 2ω leaves a small one, so the force still points towards the light up to a blue detuning of about Ω²/(4ω). There is also a correction of order Γ²/ω, but at that order the constant decay rate and the definition of ω₀ are themselves approximate.

For s ≪ 1 and |δ| ≫ Γ, ln(1+s) ≈ s ≈ Ω²/(2δ²), and

U ≈ ħΩ²/(4δ).

This is the light shift of the ground state: the eigenvalue of H' that goes to zero with Ω is (ħδ/2)[√(1 + Ω²/δ²) − 1], which has the same leading term. At larger s the potential grows more slowly than the intensity. The reason can be read from F_dip = −Z∇(ħδs/2): the force that would follow from a potential linear in s is reduced by the population difference Z = 1/(1+s).

The two forces also scale differently with detuning. Dividing their magnitudes gives

|F_dip|/|F_diss| = (|δ|/Γ) |∇ln s|/|∇φ|.

In a given beam, ∇ln s = ∇ln Ω² does not depend on δ, so this ratio is proportional to |δ|.

The numerical check compares the complete force with one computed without the rotating-wave approximation, in two unequal counterpropagating waves with a Gaussian profile. At ω = 100Γ, 1000Γ and 10000Γ the largest deviations among three sample points, relative to the magnitude of the force, are 1.9×10⁻², 1.9×10⁻³ and 1.9×10⁻⁴. They fall as 1/ω at fixed δ and Ω. Around a closed rectangle in the same field, the dipole force does no work within numerical error, while the dissipative force does work of magnitude 0.050 ħΓ, with a sign that depends on the sense of the path.

**(f) How slowly must the atom move for this force to apply?**

Let the atom have velocity V. Two things change. First, the phase it sees varies at the rate V·∇φ. Differentiating ρ_eg = e^(−iφ)(u + iv) shows that the equation for u + iv keeps its form with δ replaced by δ + V·∇φ, which is δ − k·V in a plane wave. If |V·∇φ| ≪ Γ, this Doppler shift changes s and the scattering force only slightly. The dipole force is proportional to the shifted detuning itself, so it also needs |V·∇φ| ≪ |δ|; close to resonance a shift well below Γ can reverse its sign. Second, the amplitude changes along the path, and the internal state needs time to follow.

To find that time, use the vector b = (X, Y, Z) with X = 2u and Y = 2v. The equations of part (c) become

dX/dt = −(Γ/2)X − δY,
dY/dt = δX − (Γ/2)Y − ΩZ,
dZ/dt = ΩY + Γ(1 − Z).

For a moving atom, δ in these equations stands for the shifted detuning δ + V·∇φ. Let x = (x₁, x₂, x₃) be the deviation of b from the steady vector b_s that belongs to this detuning and to the local Ω. As long as both are constant, x obeys the same equations without the constant Γ. In the derivative of |x|² the terms with δ and Ω cancel in pairs:

d|x|²/dt = −Γ(x₁² + x₂²) − 2Γx₃² ≤ −Γ|x|².

So |x| shrinks at least as fast as e^(−Γt/2), whatever δ and Ω are. For a moving atom b_s changes along the path, which adds −db_s/dt to dx/dt. Then

d|x|/dt ≤ −(Γ/2)|x| + |db_s/dt|,

and once the initial deviation has died out, |x| is at most (2/Γ) times the largest |db_s/dt| met on the way. The state follows if this lag is small compared with the components of b that carry the force.

As an example, an atom is dragged at constant speed from 3w outside a beam to its centre, with Ω = Γ exp(−x²/w²), δ = −Γ and no phase gradient. The potential falls by 0.1682 ħΓ. The work done by the light is 0.1659 ħΓ at speed 0.02 wΓ and 0.1671 ħΓ at 0.01 wΓ. The deficits are 1.4% and 0.7% of the fall in U. Halving the speed halves the deficit, as expected from a lag proportional to speed.

The Doppler shift can be seen in a second check, which treats the momentum along a plane wave as quantized and includes the random recoils. For δ = −0.5Γ and Ω = Γ, we have G = 0.5Γ² and s = 1, so the force should be 0.2500 ħkΓ. The momentum gained between t = 20/Γ and 40/Γ gives 0.2496 ħkΓ, lower by 0.15%. In the middle of this interval the atom has gained about 0.25 × 30 = 7.5 ħk. With ħk²/(2M) = 10⁻⁴Γ this means kV = 2 × 10⁻⁴ × 7.5 Γ = 1.5×10⁻³Γ. The relative change of s/(1+s) is −2|δ|kV/[G(1+s)] = −1.5×10⁻³, which accounts for the difference. Recoil has a similar effect: an atom at rest that absorbs a photon also gains the kinetic energy ħ²k²/(2M), which replaces δ by δ − ħk²/(2M). This shift can be neglected if it is small compared with Γ and, for the dipole force, also with |δ|.

Within these conditions U is the potential of a mean force. It says nothing about the fluctuations of the force, which heat the atom, so a deep minimum of U does not by itself guarantee a long stay.

**(g) Compare the two forces in a Gaussian beam at a small and a large detuning.**

Take round model parameters: wavelength 600 nm, Γ = 2π × 10⁷ s⁻¹ = 6.283×10⁷ s⁻¹, and a beam travelling along +z with

Ω = 100Γ exp(−x²/w²), w = 1.0×10⁻³ cm,

along a line through the axis in the focal plane. The wave number is k = 1.047×10⁵ cm⁻¹. We use −∂φ/∂z = k; the neglected correction on the axis is 2/(kw)² = 1.8×10⁻⁴ relative to k. The upper limit of the scattering force is ħkΓ/2 = 3.469×10⁻¹⁵ dyn.

At δ = −50Γ the saturation on the axis is

s = 5000/(2500 + 0.25) = 2.000.

The potential there is U = −25 ħΓ ln 3.000 = −1.820×10⁻¹⁸ erg, which corresponds to U/k_B = −13.18 mK. The light-shift formula would give −3.313×10⁻¹⁸ erg, so the true depth is 0.549 of that value. For |δ| ≫ Γ this ratio is ln(1+s)/s = (ln 3)/2 = 0.549. The scattering rate is (Γ/2)(2/3) = 2.09×10⁷ s⁻¹.

At x = w/2 the saturation is lower by e^(−1/2), so s = 1.213. The scattering force along z is

3.469×10⁻¹⁵ × 1.213/2.213 = 1.90×10⁻¹⁵ dyn = 1.90×10⁻²⁰ N.

Since ∂s/∂x = −4xs/w² = −2s/w at this point, the dipole force is

F_x = (ħδ/w) s/(1+s) = −1.816×10⁻¹⁵ dyn = −1.816×10⁻²⁰ N,

directed towards the axis. Their ratio is (|δ|/Γ) × 2/(kw) = 100/104.7 = 0.955.

At δ = −1000Γ, s = 0.00500 on the axis. The depth is now U = −1.652×10⁻¹⁹ erg, or −1.197 mK, and the light-shift formula is good to 0.25%. The scattering rate is 1.56×10⁵ s⁻¹. At x = w/2 the dipole force is −2.003×10⁻¹⁶ dyn = −2.003×10⁻²¹ N and the scattering force 1.049×10⁻¹⁷ dyn = 1.049×10⁻²² N. The ratio has risen by the factor 20 in |δ|, to 19.1.

The larger detuning makes the well 11 times shallower but reduces the scattering rate on the axis 134 times. Even so, a scattering force along z remains, and in the focal plane no axial dipole force opposes it, because the intensity is stationary along z there. Beyond the focus an axial dipole force does appear. On the axis s falls as 1/(1 + z²/z_R²) with z_R = kw²/2, so |∂ln s/∂z| is at most 1/z_R. The ratio of part (e) is then at most (|δ|/Γ) × 2/(kw)², which is 0.009 at δ = −50Γ and 0.18 at δ = −1000Γ. Neither reaches 1, so in both cases an atom on the axis is pushed out along the beam. The well depth alone does not decide whether the atom is held.

Table of computed values

```
wavelength = 6.00e-05 cm; wave number k = 1.0472e+05 1/cm
Gamma = 6.2832e+07 1/s; beam radius w = 1.0e-03 cm
peak Rabi frequency = 100 Gamma = 6.2832e+09 1/s
neglected axial phase correction 2/(k w)^2 = 1.82e-04
largest scattering force hbar k Gamma/2 = 3.4694e-15 dyn
--- detuning delta = -50 Gamma = -3.1416e+09 1/s
s on axis = 1.99980; s at x = w/2: 1.21294
U on axis = -1.8198e-18 erg; U/kB = -13.1805 mK
light-shift limit hbar Omega^2/(4 delta) = -3.3130e-18 erg
ratio U / light-shift limit = 0.5493
scattering rate on axis = 2.0943e+07 1/s
dipole force at x = w/2: -1.8159e-15 dyn = -1.8159e-20 N
scattering force at x = w/2: 1.9016e-15 dyn = 1.9016e-20 N
ratio |dipole| / scattering at x = w/2 = 0.9549
--- detuning delta = -1000 Gamma = -6.2832e+10 1/s
s on axis = 0.00500; s at x = w/2: 0.00303
U on axis = -1.6524e-19 erg; U/kB = -1.1968 mK
light-shift limit hbar Omega^2/(4 delta) = -1.6565e-19 erg
ratio U / light-shift limit = 0.9975
scattering rate on axis = 1.5630e+05 1/s
dipole force at x = w/2: -2.0034e-16 dyn = -2.0034e-21 N
scattering force at x = w/2: 1.0490e-17 dyn = 1.0490e-22 N
ratio |dipole| / scattering at x = w/2 = 19.0986
--- tests (hbar = Gamma = k = 1)
two-wave field: delta = -2.0, forward Rabi = 3.0, backward/forward = 0.4, w = 2.0
omega = 100 Gamma: relative force deviation = 1.86e-02
omega = 1000 Gamma: relative force deviation = 1.91e-03
omega = 10000 Gamma: relative force deviation = 1.91e-04
loop work, dipole part = 7.7e-11 hbar Gamma
loop work, dissipative part = -0.05007 hbar Gamma
drag: delta = -1.0 Gamma, peak Rabi = 1.0 Gamma
drag: potential drop = 0.168236 hbar Gamma
drag: speed 0.02 w Gamma, work = 0.165872 hbar Gamma
drag: speed 0.01 w Gamma, work = 0.167060 hbar Gamma
recoil: delta = -0.5 Gamma, Rabi = 1.0 Gamma, hbar k^2/2M = 0.0001 Gamma
recoil: mean emitted cosine = 1.1e-17, mean square = 0.4000
recoil: force from momentum gain = 0.24962 hbar k Gamma
recoil: force from formula = 0.25000 hbar k Gamma
relaxation: largest norm times exp(Gamma t/2) = 1.000000
```
